# Spin denominator and Hartree–Fock error in zero-field splitting, part 2

Mean-field energies with the spin along $x,y,z$ are to give $D$ and $E$ of the spin Hamiltonian $H_S=\sum_{kl}D_{kl}S_kS_l$ ($\hbar=1$, $D_{kl}$ traceless, energies in cm$^{-1}$). Let $W(\mathbf n)$ be the energy, up to a constant, of the coherent state $|S,\mathbf n\rangle$, which has projection $M=S$ on the unit vector $\mathbf n$. In principal axes

$$D=\frac{W(z)-\frac12[W(x)+W(y)]}{S(S-\frac12)},\qquad E=\frac{W(x)-W(y)}{2S(S-\frac12)} .$$

This is van Wüllen's denominator (vW). The classical Pederson–Khanna one (PK), $S^2$, multiplies the result by $(2S-1)/(2S)$.

Write $H=H_0+V$, with $H_0$ spin-free and time-reversal invariant and $V=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. $P$ projects on the ground multiplet, $Q=1-P$, and $PVP=0$. For real orbitals $\langle p|\mathbf l|q\rangle=i\boldsymbol\lambda_{pq}$. With $\alpha,\beta$ quantized along $\mathbf n$, the squared elements of $V$ are $\tfrac{\zeta^2}4(\boldsymbol\lambda\cdot\mathbf n)^2$ for same spin and $\tfrac{\zeta^2}4\left[\lambda^2-(\boldsymbol\lambda\cdot\mathbf n)^2\right]$ for spin flip.

Hartree–Fock varies the amplitudes $\kappa_\mu$ of single excitations $|\mu\rangle$, flips included, of $|0\rangle=|S,\mathbf n\rangle$. Define $g_\mu=\langle\mu|V|0\rangle$, $A_{\mu\nu}=\langle\mu|H_0-E_0|\nu\rangle$ and $B_{\mu\nu}=\langle0|H_0|\mu\nu\rangle$. If $|0\rangle$ is an eigenstate of $H_0$ (energy $E_0$), then $B=0$, $\kappa=-A^{-1}g$ and

$$W_{\rm HF}(\mathbf n)=-g^\dagger A^{-1}g ,$$

with the zero mode $S_-|0\rangle$, a rotation of $\mathbf n$, held at zero.

The model has five real $d$ orbitals and $H_0=\sum_p\varepsilon_p\hat n_p-J\,\mathbf S^2$, $J>0$. Orbitals $i,j$ are singly occupied, $a$ is empty, and $\Delta=\varepsilon_a-\varepsilon_i$. The terms in $(\boldsymbol\lambda\cdot\mathbf n)^2$ are, for $i\to j$ flips (exact in Hartree–Fock),

$$w_{ij}=+\frac{\zeta^2}4\,\frac{(\boldsymbol\lambda_{ij}\cdot\mathbf n)^2}{\varepsilon_j-\varepsilon_i+2JS},$$

and, for $i\alpha\to a\alpha$ and $i\alpha\to a\beta$ together,

$$w_{ia}^{\rm exact}=-\frac{\zeta^2}4(\boldsymbol\lambda_{ia}\cdot\mathbf n)^2\,\frac{J(2S-1)}{\Delta(\Delta+2JS)} ,$$

$$w_{ia}^{\rm HF}=-\frac{\zeta^2}4(\boldsymbol\lambda_{ia}\cdot\mathbf n)^2\,\frac{J(2S-1)}{\Delta\,[\Delta+J(2S-1)]}.$$

The factors multiplying $-\frac{\zeta^2}4(\boldsymbol\lambda_{ia}\cdot\mathbf n)^2$ are called brackets: exactly $\frac1\Delta-\frac1{2S\Delta}-\frac{1-\frac1{2S}}{\Delta+2JS}$, in Hartree–Fock $1/\Delta-1/(\Delta+J(2S-1))$. The ratio

$$\rho=\frac{w_{ia}^{\rm HF}}{w_{ia}^{\rm exact}}=\frac{\Delta+2JS}{\Delta+J(2S-1)}=1+\frac{J}{\Delta+J(2S-1)}$$

tends to $2S/(2S-1)$ at $J\gg\Delta$, the inverse of the factor blamed on $S^2$. Is $S^2$ therefore right after all for large $J$?

**A.** For this class of excitation, in this limit, dividing the Hartree–Fock energy by $S^2$ gives the exact $D$, through a cancellation of two errors. As $J\to\infty$ the exact bracket tends to $\frac1\Delta(1-\frac1{2S})$, because the spin-$S$ part of the flip determinant stays at energy $\Delta$. In Hartree–Fock the whole flip determinant is pushed up and the bracket tends to $1/\Delta$. The mean-field anisotropy is too large by $2S/(2S-1)$, and the classical denominator is too large by the same factor. The cancellation does not extend to the $i\to j$ flips, where Hartree–Fock is exact and $S^2$ is wrong at any $J$.

A $d^3$ quartet shows the crossover in closed form. Order the orbitals $xy,xz,yz,z^2,x^2-y^2$, with the first three degenerate at zero and occupied, and the empty ones at $\Delta_1=8000$ and $\Delta_2=10000$ cm$^{-1}$. The nonzero $\lambda_k^2$ are as follows. For $x$: 1 for $(xy,xz)$, 3 for $(yz,z^2)$, 1 for $(yz,x^2-y^2)$. For $y$: 1 for $(xy,yz)$, 3 for $(xz,z^2)$, 1 for $(xz,x^2-y^2)$. For $z$: 4 for $(xy,x^2-y^2)$, 1 for $(xz,yz)$. Each axis has one pair of occupied orbitals with $\lambda^2=1$ and the same denominator, so the $i\to j$ flips are isotropic here. With $f(\Delta)=1/[\Delta(\Delta+\gamma)]$, where $\gamma=3J$ exactly and $\gamma=2J$ in Hartree–Fock, and with $W(x)=W(y)$,

$$W(z)-W(x)=-\tfrac{\zeta^2}4\,2J\left[4f(\Delta_2)-3f(\Delta_1)-f(\Delta_2)\right]=\tfrac32\zeta^2J\left[f(\Delta_1)-f(\Delta_2)\right].$$

Over a common denominator the numerator of $f(\Delta_1)-f(\Delta_2)$ is $\Delta_2^2-\Delta_1^2+\gamma(\Delta_2-\Delta_1)=(\Delta_2-\Delta_1)(\Delta_1+\Delta_2+\gamma)$. Let $D_{\rm vW}$ and $D_{\rm PK}$ denote the Hartree–Fock anisotropy divided by $S(S-\frac12)$ and by $S^2$. Then

$$\frac{D_{\rm vW}}{D_{\rm exact}}=\frac{(\Delta_1+\Delta_2+2J)(\Delta_1+3J)(\Delta_2+3J)}{(\Delta_1+\Delta_2+3J)(\Delta_1+2J)(\Delta_2+2J)} .$$

At $J=6000$ cm$^{-1}$, in thousands, this is $(30\cdot26\cdot28)/(36\cdot20\cdot22)=1.3788$. The computed ratios, with $D_{\rm exact}$ taken from the numerical resolvent of the many-electron $H_0$ and the mean-field numerator from the closed form, are:

| $J$/cm$^{-1}$ | $D_{\rm vW}/D_{\rm exact}$ | $D_{\rm PK}/D_{\rm exact}$ |
|---|---|---|
| 10 | 1.0017 | 0.6678 |
| 1000 | 1.1349 | 0.7566 |
| 6000 | 1.3788 | 0.9192 |
| $10^5$ | 1.4985 | 0.9990 |
| $10^7$ | 1.5000 | 1.0000 |

These are ratios of $\zeta^2$ coefficients. At $J=10$ cm$^{-1}$ the nearest doublets lie at $3J$, so $\zeta\ll3J$ is necessary for the expansion. It is not sufficient for the $\zeta^2$ term to dominate the splitting: that term carries a factor $J$ and is small, while higher-order terms that pass through the doublets have $3J$ in the denominator. The first row compares coefficients and does not describe the spectrum at a realistic $\zeta$.

**Q.** Is there a case in which mean field gives $W(\mathbf n)$ exactly, so that only the denominator is on trial?

**A.** A half-filled shell, for any spin-free, time-reversal-invariant interaction within the shell. With $N$ orbitals, $N$ electrons and $S=N/2$, the sector $M=S$ contains the single determinant $|0\rangle$, which is then an eigenstate of $H_0$, so $B=0$. No $\alpha\to\alpha$ excitation exists. The sector $M=S-1$ has one $\alpha$ hole and one $\beta$ electron, $N^2$ determinants in all, and each is a single flip of $|0\rangle$. So $A$ is the full matrix of $H_0-E_0$ in that sector, and $V|0\rangle$ lies in it. The zero mode $S_-|0\rangle$ is the member of the ground multiplet that $Q$ removes, and $V|0\rangle$ is orthogonal to it because $PVP=0$. Hence $-g^\dagger A^{-1}g$ is the exact second-order $W(\mathbf n)$. The condition is that the high-spin state lies below all states of spin $S-1$, which makes $A$ positive apart from the zero mode.

**Q.** Put numbers on it.

**A.** Take round model parameters in cm$^{-1}$, the natural unit for ligand fields: $\varepsilon=0,\,1000,\,2000,\,8000,\,10000$ in the order above, $J=6000$, $\zeta=300$. For $d^5$, $S=\frac52$, $2JS=30000$ and $\zeta^2/4=22500$. Each pair with splitting $\delta$ enters twice, as $i\to j$ and as $j\to i$, with denominators $30000\pm\delta$. Along $z$,

$$22500\left[4\left(\tfrac1{40000}+\tfrac1{20000}\right)+\left(\tfrac1{31000}+\tfrac1{29000}\right)\right]=6.75+1.50167=8.25167 .$$

Along $x$ the pairs have $(\lambda^2,\delta)=(1,1000),(3,6000),(1,8000)$ and the sum is $7.80400$. Along $y$ they have $(1,2000),(3,7000),(1,9000)$ and the sum is $7.91416$. With $S(S-\frac12)=5$,

$$D=\frac{8.25167-\frac12(7.80400+7.91416)}{5}=0.07852,\qquad E=\frac{7.80400-7.91416}{10}=-0.01102 .$$

The $\zeta^2$ term of the effective Hamiltonian, extracted from full diagonalization in the 252 determinants, gives the same two numbers, and so does the $\zeta^2$ term of generalized Hartree–Fock divided by 5. Division by $S^2=6.25$ gives $0.06281$ and $-0.00881$, which is $0.800$ of the exact values. Adding a term $K\mathbf L^2$ with $K=100$ cm$^{-1}$ mixes orbital occupations, so the closed form no longer applies. The exact $D$ moves to $0.07168$ cm$^{-1}$, and the Hartree–Fock value with van Wüllen's denominator is again $0.07168$ cm$^{-1}$.

At finite $\zeta=300$ the self-consistent energies with the spin along $x,y,z$, relative to $\zeta=0$, are $-16.16790$, $-16.06188$ and $-15.71690$. Then

$$-15.71690-\tfrac12(-16.16790-16.06188)=0.39799,\qquad \tfrac12(-16.16790+16.06188)=-0.05301 .$$

Dividing by 5 gives $D=0.07960$ cm$^{-1}$ ($0.11452$ K) and $E=-0.01060$ cm$^{-1}$. Dividing by 6.25 gives $D=0.06368$ cm$^{-1}$ ($0.0916$ K) and $E=-0.00848$ cm$^{-1}$. The reference is the des Cloizeaux effective Hamiltonian of the lowest six eigenstates, projected by least squares on ranks 0 and 2, which gives $D=0.07962$ cm$^{-1}$ ($0.11455$ K) and $E=-0.01060$ cm$^{-1}$. The first $D$ differs from it by $0.00002$ cm$^{-1}$, and the second is 20% below it.

The spectrum needs no fitting. Diagonalization puts the second and third Kramers doublets $0.1843$ and $0.4940$ cm$^{-1}$ above the first. The spin Hamiltonian with van Wüllen's parameters gives $0.1848$ and $0.4939$, and with the classical ones $0.1478$ and $0.3951$. The residual $0.0005$ cm$^{-1}$ in the first gap, about 0.25% of it, I attribute to fourth-order terms of rank 4, which $D$ and $E$ cannot hold. That attribution is a conjecture.

**Q.** The second-order $D$ is $0.07852$ and the full one $0.07962$, a change of 1.4% relative to the full value. Why does mean field follow the exact result far more closely than that?

**A.** For a half-filled shell the agreement extends to third order. Since $PVP=0$, the exact third-order diagonal element is $\langle\psi_1|V|\psi_1\rangle$, where $|\psi_1\rangle=-\sum_{\mu\nu}|\mu\rangle(A^{-1})_{\mu\nu}g_\nu$ is the first-order state. In Hartree–Fock, stationarity means that the third-order energy needs only the first-order $\kappa$, which holds the same amplitudes. The normalization term $-\kappa^\dagger\kappa\,\langle0|V|0\rangle$ vanishes because $PVP=0$, and the coupling of $|0\rangle$ to triples through $H_0$ vanishes because $|0\rangle$ is an eigenstate of $H_0$. Three cubic terms remain. The first is $\kappa^\dagger V\kappa$, the exact expression. The second couples $|0\rangle$ to doubles through $V$ and vanishes because $V$ is a one-body operator. The third couples singles to doubles through $H_0$ and vanishes because they have $M=S-1$ and $M=S-2$. The two theories can first differ at order $\zeta^4$. This accounts for the close agreement if the 1.4% shift is mainly the third-order term. The orders were not separated numerically, so that remains a conjecture.

**Q.** And away from half filling with the same parameters?

**A.** The second-order values of $D$, that is the $\zeta^2$ coefficients multiplied by $300^2$, are in cm$^{-1}$:

| shell | $S$ | exact | vW | PK |
|---|---|---|---|---|
| $d^2$ | 1 | $-20.87$ | $-35.21$ | $-17.60$ |
| $d^3$ | 3/2 | $1.642$ | $2.288$ | $1.525$ |
| $d^4$ | 2 | $-3.124$ | $-3.353$ | $-2.514$ |
| $d^5$ | 5/2 | $0.07852$ | $0.07852$ | $0.06281$ |

In magnitude and relative to the exact value, the correct denominator overshoots by 69%, 39% and 7% for $d^2$, $d^3$ and $d^4$, and the classical one undershoots by 16%, 7% and 20%. For $d^2$ and $d^3$ the wrong denominator is the closer one. The overshoot comes from the factors $\rho$ of the individual excitations, but it is not bounded by them, because $D$ is a sum of terms of both signs. In $d^3$ the coupled excitations have $\rho$ between $28/22=1.27$ and $24/18=1.33$. The in-plane terms carry the larger values, and their difference with the $z$ term is overestimated by 1.39. In $d^4$ $\rho$ lies between 1.21 and 1.23, but the $i\to j$ flips, which Hartree–Fock treats exactly, supply about two thirds of the anisotropy and dilute the error to 1.07. The softest excitation of $d^2$, $xz\to yz$ with $\Delta=1000$, has $\rho=13000/7000=1.86$, near the limit 2. The closed forms are tested against diagonalization and against the self-consistent calculation for all four shells, and it is also tested that the exact energies divided by $S^2$ miss the exact parameters by more than 10%. With the exact $W(\mathbf n)$ the denominator $S(S-\frac12)$ is right in every row, and the remaining errors belong to the mean-field numerator. All rows are second-order coefficients. At $\zeta=300$ the higher orders change the exact $D$ by about 7% for $d^2$, where $\zeta/\Delta=0.3$, by about 7% for $d^3$ and by about 3% for $d^4$.

**Q.** Now $S=\frac12$. I have heard that the corrected formula excludes a splitting there. But the denominator is zero, and the formula diverges.

**A.** The slogan needs correcting. What vanishes is the forward relation. With $S_k=\sigma_k/2$ and $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$, a symmetric tensor gives $\sum D_{kl}S_kS_l=\frac14\mathrm{Tr}\,D\cdot\mathbb 1$. A doublet carries no rank-2 operator, Kramers' theorem keeps it degenerate to all orders in $\zeta$, and the exact $W(\mathbf n)$ is independent of $\mathbf n$. The relation $W=S(S-\frac12)\,\mathbf n\cdot D\,\mathbf n$ reproduces this for any tensor $D$. The classical relation $W=S^2\,\mathbf n\cdot D\,\mathbf n$ does not, since it assigns a doublet the anisotropy $D/4$. Read backwards, the corrected map is $0/0$ for exact energies, so $D$ is undefined rather than zero. For an approximate numerator that fails to vanish it diverges, which signals that the numerator is an artefact. The classical denominator would instead convert the artefact into a finite $D$.

**Q.** Does a mean-field numerator fail to vanish in practice?

**A.** It depends on the mean field. For one electron Hartree–Fock is exact, and both $w_{ia}$ carry the factor $2S-1=0$. The self-consistent energies of $d^1$ along the three axes at $\zeta=300$ agree to rounding error, $3\times10^{-12}$ cm$^{-1}$.

The uncoupled sum with a frozen exchange field behaves differently. Let the one-electron Hamiltonian contain $-X\,\mathbf s\cdot\mathbf n$, so that $\beta$ levels lie $X$ above $\alpha$ levels. The denominators are $\Delta$ for $i\alpha\to a\alpha$ and $\Delta+X$ for $i\alpha\to a\beta$, and

$$w=-\tfrac{\zeta^2}4(\boldsymbol\lambda\cdot\mathbf n)^2\left[\frac1\Delta-\frac1{\Delta+X}\right]=-\tfrac{\zeta^2}4(\boldsymbol\lambda\cdot\mathbf n)^2\frac{X}{\Delta(\Delta+X)} .$$

For a lone electron such a field can only be the electron acting on itself, and it breaks time reversal. With the electron in $xy$ and $X=6000$, the $z$ term is $-22500\cdot4\cdot6000/(10000\cdot16000)=-3.375$ and the $x$ term is $-22500\cdot6000/(1000\cdot7000)=-19.286$. So $W(z)-W(x)=15.91$ cm$^{-1}$ in second order, where the true value is zero.

Self-consistent Hartree–Fock can also fail, when spin–orbit coupling connects a closed shell to an empty orbital. Take the doublet $c^2s^1$ with $s$ of spin $\alpha$ in the same model. The reference is again an eigenstate of $H_0$, so $B=0$. The excitations $c\to s$ are $c\beta\to s\beta$ and the flip $c\alpha\to s\beta$, both pure doublets at the same energy, and their squared elements add to the isotropic $\frac{\zeta^2}4\lambda^2$. The same holds for $s\alpha\to a\alpha$ and $s\alpha\to a\beta$. That leaves $c\to a$, with $\Delta=\varepsilon_a-\varepsilon_c$. The configuration $c\,s\,a$ has doublets at $\Delta$ and a quartet at $\Delta-J(\frac{15}4-\frac34)=\Delta-3J$.

The spin-conserving part of $V$ creates $|c\alpha\to a\alpha\rangle-|c\beta\to a\beta\rangle$, because $\langle\mathbf s\rangle=\pm\mathbf n/2$. This is the $M=0$ triplet of the pair $c,a$ times $s\alpha$, with squared norm 2. The Clebsch–Gordan coefficient $\langle10\,\frac12\frac12|\frac32\frac12\rangle^2=\frac23$ gives quartet weight $\frac23$ and doublet weight $\frac13$. The flip $c\beta\to a\alpha$ has $M=\frac32$ and is pure quartet. The flip $c\alpha\to a\beta$ has $M=-\frac12$ and is one of three determinants, so its quartet weight is $\frac13$. Exactly, the same-spin channel gives $2\left[\frac{2/3}{\Delta-3J}+\frac{1/3}{\Delta}\right]$ and the flips give $\frac{1}{\Delta-3J}+\frac{1/3}{\Delta-3J}+\frac{2/3}{\Delta}$. Both equal $\frac{4/3}{\Delta-3J}+\frac{2/3}{\Delta}$, so the terms in $(\boldsymbol\lambda\cdot\mathbf n)^2$ cancel, as Kramers' theorem demands.

In Hartree–Fock the $M=\frac12$ block of $A$ has two determinants. Their sum comes from a spin-free excitation operator acting on a doublet, so it is an eigenstate of $H_0$. The orthogonal difference is then an eigenvector of the block, with the weighted mean energy $\frac23(\Delta-3J)+\frac13\Delta=\Delta-2J$. The flips have $\Delta-3J$ and $\frac13(\Delta-3J)+\frac23\Delta=\Delta-J$. With $u=\Delta-2J$,

$$\frac2u-\frac1{u-J}-\frac1{u+J}=\frac2u-\frac{2u}{u^2-J^2}=-\frac{2J^2}{u(u^2-J^2)},$$

and multiplication by $-\frac{\zeta^2}4(\boldsymbol\lambda\cdot\mathbf n)^2$ gives

$$w_{ca}^{\rm HF}=+\frac{\zeta^2}2(\boldsymbol\lambda_{ca}\cdot\mathbf n)^2\frac{J^2}{(\Delta-J)(\Delta-2J)(\Delta-3J)},\qquad \Delta>3J .$$

For $xy^2\,xz^1$ take $\varepsilon=0,\,8000,\,20000,\,26000,\,32000$, $J=3000$ and $\zeta=300$, so $\zeta^2/2=45000$. Along $x$ the orbital $xy$ couples only to $xz$, the open shell, and there is no such term. Along $y$ it couples to $yz$: $45000\cdot3000^2/(17000\cdot14000\cdot11000)=0.1547$. Along $z$ it couples to $x^2-y^2$: $4\cdot45000\cdot3000^2/(29000\cdot26000\cdot23000)=0.0934$. The $\zeta^2$ term of the self-consistent calculation gives $W(y)-W(x)=0.1547$ and $W(z)-W(x)=0.0934$ cm$^{-1}$, while diagonalization leaves the Kramers pair degenerate to rounding error.

**Q.** So what should I do with the energies I started from?

**A.** Divide by $S(S-\frac12)$, because that is the relation between coherent-state energies and $D$, and it does not depend on how the energies were obtained. Energies along $x,y,z$ give only the diagonal elements $D_{kk}$, so they yield $D$ and $E$ only if these are principal axes. Otherwise further directions are needed to build the full tensor, which is then diagonalized. Then examine the numerator on its own terms. In Hartree–Fock for the model above, flips between open-shell orbitals are exact, and excitations from open to empty orbitals are too large by $\rho$, which is close to one only when $\Delta+J(2S-1)$ is large against $J$, that is for a large excitation energy or a large spin. The closed-shell channel produced anisotropy in a doublet, where none exists. How a density functional changes these errors is not settled by anything derived here. A doublet calculation offers a one-sided diagnostic. Whatever anisotropy the method returns for a single isolated $S=\frac12$ centre, with no coupling to other spins, is error, but a zero result does not clear the method: in the model Hartree–Fock is isotropic for $d^1$ and overshoots $D$ by 69% for $d^2$. The program and its output, printed below, contain the checks and the numbers quoted, apart from those worked by hand and the finite-$\zeta$ shifts given for $d^2$ to $d^4$.

## Computed values

```
eps(xy,xz,yz,z2,x2-y2) = [0, 1000, 2000, 8000, 10000] cm^-1
J = 6000 cm^-1, zeta = 300 cm^-1, 1 cm^-1 = 1.43878 K
|l_x|^2 pairs: [(0, 1, 1.0), (2, 3, 3.0), (2, 4, 1.0)]
|l_y|^2 pairs: [(0, 2, 1.0), (1, 3, 3.0), (1, 4, 1.0)]
|l_z|^2 pairs: [(0, 4, 4.0), (1, 2, 1.0)]
second order, cm^-1: N S D_exact E_exact D_vW E_vW D_PK E_PK
  d2 1.0 -20.87372 12.35705 -35.20960 17.66427 -17.60480 8.83214
  d3 1.5 1.64165 -0.40230 2.28820 -0.56407 1.52547 -0.37605
  d4 2.0 -3.12360 -0.06271 -3.35258 -0.07305 -2.51444 -0.05479
  d5 2.5 0.07852 -0.01102 0.07852 -0.01102 0.06281 -0.00881
d5, K = 100 cm^-1: D_exact = 0.07168, D_vW = 0.07168 cm^-1
d5 second-order n-dependent part x,y,z = [7.804   7.91416 8.25167] cm^-1
d5 GHF energy shift x,y,z = [-16.1679  -16.06188 -15.7169 ] cm^-1
d5 W(z)-(W(x)+W(y))/2 = 0.39799, (W(x)-W(y))/2 = -0.05301 cm^-1
d5 S(S-1/2) = 5.00, S^2 = 6.25, ratio = 0.800
d5 exact: D = 0.07962 cm^-1 = 0.11455 K, E = -0.01060 cm^-1
d5 vW: D = 0.07960 cm^-1 = 0.11452 K, E = -0.01060 cm^-1
d5 PK: D = 0.06368 cm^-1 = 0.09162 K, E = -0.00848 cm^-1
d5 doublet gaps, diagonalization = [0.1843  0.49397] cm^-1
d5 doublet gaps, vW = [0.18476 0.49393]  PK = [0.14781 0.39514] cm^-1
d3 scan, eps = [0, 0, 0, 8000, 10000] cm^-1: J/cm^-1, D_vW/D_exact, D_PK/D_exact
  10 1.0017 0.6678
  1000 1.1349 0.7566
  6000 1.3788 0.9192
  100000 1.4985 0.9990
  10000000 1.5000 1.0000
d1 GHF spread over axes = 2.7e-12 cm^-1
d1 uncoupled sum, X = 6000 cm^-1, second order: W(z)-W(x) = 15.9107 cm^-1
doublet xy^2 xz^1: eps = [0, 8000, 20000, 26000, 32000] cm^-1, J = 3000 cm^-1
doublet exact Kramers splitting = 2.7e-12 cm^-1
doublet GHF second order: W(y)-W(x) = 0.15470, W(z)-W(x) = 0.09341 cm^-1
```
